Hund case (c) states of a dihalogen from two ²P atoms

**Problem**

Two identical halogen atoms X, each with an open valence shell p⁵ and the term ²P, approach along the z axis. Spin-orbit coupling splits each atom into levels J = 3/2 and J = 1/2. Take the nuclei as fixed, ignore nuclear spin, and keep the products of neutral p⁵ atoms, leaving out ion pairs and Rydberg states.

In Hund case (c) the label of a molecular state is Ω = |M_A + M_B|, where M_A and M_B are the projections of the atomic angular momenta on the axis. Electronic inversion i at the midpoint gives g (eigenvalue +1) or u (−1). For Ω = 0, reflection σ in the xz plane, which contains the axis, gives the superscript + or −. States with the same label are counted separately, and a degenerate pair ±Ω counts as one state.

(a) Find the atomic levels for a spin-orbit constant ζ, and the energies of the separated-atom limits for the model value ζ = 2000 cm⁻¹.

(b) Decide which molecular states must be degenerate.

(c) Find how i and σ act on products of atomic states.

(d) List all case (c) states at each limit and count them.

**Hints**

1. A full p⁶ shell has no spin-orbit energy. Treat p⁵ as one missing electron.

2. Compare the square of time reversal, T², for an odd and for an even number of electrons.

3. Inversion moves five electrons from A to B and five from B to A. Restore the original order of the electrons in the determinant before reading off the sign.

4. A reflection is an inversion followed by a half-turn about the normal to the mirror. Each atom stays where it is.

5. Where both atoms have the same J, compare i and σ on the product with projections M and −M.

**Solution**

**(a) Atomic levels and limits**

For one p electron the spin-orbit energy is

ε_j = (ζ/2)[j(j + 1) − l(l + 1) − s(s + 1)], with l = 1, s = 1/2.

Hence

ε_3/2 = (ζ/2)(15/4 − 2 − 3/4) = ζ/2,
ε_1/2 = (ζ/2)(3/4 − 2 − 3/4) = −ζ.

The full shell has energy 4(ζ/2) + 2(−ζ) = 0. Removing an electron of energy ε_j leaves −ε_j, and the hole gives the atom J = j. Therefore

E(3/2) = −ζ/2, E(1/2) = +ζ, Δ = E(1/2) − E(3/2) = 3ζ/2.

The order is inverted relative to a single p electron: J = 3/2 lies lowest. With ζ = 2000 cm⁻¹ the levels are −1000 and 2000 cm⁻¹, so Δ = 3000 cm⁻¹. The limits are

3/2 + 3/2: −1000 − 1000 = −2000 cm⁻¹,
3/2 + 1/2: −1000 + 2000 = 1000 cm⁻¹,
1/2 + 1/2: 2000 + 2000 = 4000 cm⁻¹.

Measured from the lowest, they lie at 0, 3000 and 6000 cm⁻¹, or 0, 0.372 and 0.744 eV. They hold 4 × 4 = 16, 2 × (4 × 2) = 16 and 2 × 2 = 4 product states. The factor 2 in the middle limit counts the choice of which atom is excited. The total is 36.

**(b) Kramers pairs**

Time reversal is antiunitary, so ⟨Ta|Tb⟩ = ⟨b|a⟩. Each electron spin contributes a factor −1 to T². Five valence electrons give T² = −1 on an atom, and ten give T² = +1 on the molecule. Filled inner shells hold an even number of electrons and change neither sign.

Put a = Tψ and b = ψ:

⟨T²ψ|Tψ⟩ = ⟨ψ|Tψ⟩.

On an atom this reads −⟨ψ|Tψ⟩ = ⟨ψ|Tψ⟩, so Tψ is orthogonal to ψ and every atomic level is at least doubly degenerate. On the molecule it is an identity and forces no partner.

There remains the action on the axial projection,

T J_z T⁻¹ = −J_z.

A state with projection +Ω ≠ 0 therefore has a partner of equal energy with −Ω. A state with Ω = 0 needs none. Reflection σ also reverses J_z and gives the same pairing.

Since M_A and M_B are both half-integers, Ω is an integer and a rotation by 2π acts as +1. The atoms need the double-valued representations of the double group, while the molecule uses the single-valued ones.

**(c) Inversion and reflection**

Let |a, b⟩ be the antisymmetrized product in which the five electrons on A, in state a, are written first, and the five on B, in state b, second. The atoms are far enough apart for overlap to be negligible.

Inversion turns a p orbital on A into minus the same orbital on B, and the reverse; spin is unchanged. Ten electrons give (−1)¹⁰ = +1. The electrons now on B stand first, however. Moving five electrons past five others takes 25 transpositions, so

i|a, b⟩ = (−1)²⁵|b, a⟩ = −|b, a⟩.  (1)

The minus sign comes from exchanging two odd groups of fermions.

For σ, first take a half-turn about y. On a single spin 1/2,

exp(−iπs_y)|↑⟩ = |↓⟩, exp(−iπs_y)|↓⟩ = −|↑⟩.

A state |J, M⟩ can be represented as a symmetric combination of 2J such spins, with J + M up and J − M down. Each down spin gives one minus sign:

exp(−iπJ_y)|J, M⟩ = (−1)^(J−M)|J, −M⟩.

The reflection also contains the atomic parity (−1)⁵ = −1, so for one atom

σ|J, M⟩ = −(−1)^(J−M)|J, −M⟩.

For a pair with total projection zero, the two parity signs cancel and the exponents add, (J_A − M) + (J_B + M) = J_A + J_B:

σ|J_A M, J_B −M⟩ = (−1)^(J_A+J_B)|J_A −M, J_B M⟩.  (2)

No electrons change place between the atoms, so no exchange sign appears. The factor is −1 for 3/2 + 3/2 and for 1/2 + 1/2, and +1 for 3/2 + 1/2.

**(d) The states at each limit**

*Limit 3/2 + 3/2.* Write |M_A, M_B⟩ for the product. For Ω = 0, equations (1) and (2) coincide:

i|M, −M⟩ = σ|M, −M⟩ = −|−M, M⟩.

Thus i and σ have the same eigenvalue: g goes with + and u with −. For each M > 0,

(|M, −M⟩ − |−M, M⟩)/√2 is 0g+,
(|M, −M⟩ + |−M, M⟩)/√2 is 0u−.

The values M = 3/2 and M = 1/2 give two states of each kind. No 0g− or 0u+ state can arise here.

For Ω > 0 it is enough to treat the positive projection. The partner has the same g or u label because i and σ commute.

- Ω = 3: |3/2, 3/2⟩ is its own exchange partner. Equation (1) gives −1, hence 3u.
- Ω = 2: |3/2, 1/2⟩ and |1/2, 3/2⟩. Their difference is 2g and their sum is 2u.
- Ω = 1: |3/2, −1/2⟩ and |−1/2, 3/2⟩ give 1g and 1u. The product |1/2, 1/2⟩ gives a second 1u.

This makes 4 + 1 + 2 + 3 = 10 states. Their dimension is 4 + 2 × 6 = 16, as required.

*Limit 3/2 + 1/2.* Inversion now exchanges which atom is excited. For projections M of the J = 3/2 atom and m of the J = 1/2 atom, define

G(M, m) = (|3/2 M, 1/2 m⟩ − |1/2 m, 3/2 M⟩)/√2,
U(M, m) = (|3/2 M, 1/2 m⟩ + |1/2 m, 3/2 M⟩)/√2.

By equation (1), G is g and U is u. Every choice of M and m gives one of each.

- Ω = 2: (3/2, 1/2), hence 2g and 2u.
- Ω = 1: (3/2, −1/2) and (1/2, 1/2), hence two 1g and two 1u.
- Ω = 0: (1/2, −1/2) and (−1/2, 1/2), hence two g and two u states.

For the last group, equation (2) has the factor +1, so σ G(1/2, −1/2) = G(−1/2, 1/2). Consequently

[G(1/2, −1/2) ± G(−1/2, 1/2)]/√2 is 0g±,

and the same combinations of U are 0u±. All four kinds of Ω = 0 state occur once. The limit has 4 + 4 + 2 = 10 states, of dimension 4 + 2 × 6 = 16.

*Limit 1/2 + 1/2.* The argument for equal J applies again. The products |1/2, −1/2⟩ and |−1/2, 1/2⟩ give one 0g+ and one 0u−; |1/2, 1/2⟩ gives 1u. There are 3 states, of dimension 2 + 2 = 4.

The numbers at the three limits, in order of rising energy, are:

- 0g+: 2, 1, 1; total 4
- 0g−: 0, 1, 0; total 1
- 0u+: 0, 1, 0; total 1
- 0u−: 2, 1, 1; total 4
- 1g: 1, 2, 0; total 3
- 1u: 2, 2, 1; total 5
- 2g: 1, 1, 0; total 2
- 2u: 1, 1, 0; total 2
- 3u: 1, 0, 0; total 1
- All: 10, 10, 3; total 23

Ten states have Ω = 0 and thirteen are pairs, so the dimension is 10 + 2 × 13 = 36. No product has been lost or counted twice.

**What the count means when the atoms interact**

At infinite separation all states of one limit are degenerate. An interaction with the molecular symmetry can separate states with different labels, and also states with the same label, but it cannot split a pair ±Ω. In this model 23 is therefore the largest possible number of distinct levels.

A test with a random interaction invariant under rotation about the axis, i and σ reached that number. Time reversal was not imposed on it; σ alone already keeps each pair ±Ω together. Its spectral norm was 300 cm⁻¹, so no level could move by more than 300 cm⁻¹. This is well below half the spacing of the limits, 1500 cm⁻¹, and each level could still be assigned to its limit. Near the three limits there were 4 single and 6 double levels, again 4 and 6, and finally 2 and 1. The smallest gap, about 0.5 cm⁻¹, belongs to that random interaction and is not a molecular prediction.

The labels alone do not tell which states are bound or how they are ordered at short distance. States with the same label, such as the four 0g+ states, may mix there, also with the ion-pair and Rydberg states left out here. A limit then names where a state dissociates, not its composition at every distance.

**Variation 1: start from Hund case (a)**

*Set ζ = 0. Find the molecular terms and recover the totals.*

The three limits merge. Each atom has an orbital projection m = 1, 0 or −1 and a spin 1/2. The orbital products behave under exchange of m_A and m_B as follows:

- Λ = 2: one symmetric state, (1, 1).
- Λ = 1: one symmetric and one antisymmetric state, from (1, 0) and (0, 1).
- Λ = 0: two symmetric states, from (0, 0) and the sum of (1, −1) and (−1, 1), and one antisymmetric state, their difference.

The spatial reflection of one atom is −(−1)^(1−m) = (−1)^m times the change m → −m. For a pair (m, −m) the signs cancel, so symmetric Λ = 0 states are Σ+ and the antisymmetric one is Σ−.

The triplet spin function is symmetric under exchange and the singlet is antisymmetric. With the minus sign in (1), a symmetric orbital part gives u for triplets and g for singlets; an antisymmetric part gives the opposite. The 12 terms are

¹Σg+ (2), ¹Σu−, ¹Πg, ¹Πu, ¹Δg,
³Σu+ (2), ³Σg−, ³Πg, ³Πu, ³Δu.

Now restore the spin in σ. The half-turn multiplies the spin state with projection zero by (−1)^S. A singlet Σ keeps its sign, while a triplet Σ± gives 0∓ together with Ω = 1. In ³Π, σ exchanges the two products with Ω = 0, which gives both 0+ and 0−. The other components are

¹Π → 1, ¹Δ → 2, ³Π → 0+, 0−, 1, 2, ³Δ → 1, 2, 3.

For example, 0g+ occurs twice from ¹Σg+, once from ³Σg− and once from ³Πg, in total 4. The number of 1u states is 1 from ¹Πu, 2 from ³Σu+, 1 from ³Πu and 1 from ³Δu, in total 5. All nine totals agree with the list above, as the numerical output confirms. This route does not show how the states are shared among the three limits; that needs the atomic J values.

**Variation 2: two different halogens**

*Replace X₂ by XY, with atomic splittings Δ_X and Δ_Y. What changes?*

Inversion is no longer a symmetry, so g and u disappear. Reflection remains. The middle limit divides in two, because exciting X and exciting Y cost different energies. The limits lie at 0, Δ_X, Δ_Y and Δ_X + Δ_Y.

For Ω = 0, σ connects (M, −M) with (−M, M). These products differ because a half-integer M cannot be zero. Each such couple gives one 0+ and one 0− state, whatever the sign in (2). Counting the products for Ω > 0 as before gives:

- 3/2 + 3/2: 0+ (2), 0− (2), 1 (3), 2 (2), 3; 10 states.
- Each mixed limit: 0+, 0−, 1 (2), 2; 5 states.
- 1/2 + 1/2: 0+, 0−, 1; 3 states.

The total is 10 + 5 + 5 + 3 = 23, unchanged. If the atoms are made identical, the two mixed limits merge into one with 10 states, and the g and u labels return.

Values computed for the example and the checks

```
spin-orbit constant zeta = 2000 cm^-1
atomic level J=3/2: -1000 cm^-1
atomic level J=1/2: 2000 cm^-1
atomic splitting Delta = 3000 cm^-1
T squared: atom -1, molecule +1
asymptote 3/2+3/2: 0 cm^-1 = 0.0000 eV, 16 product states
asymptote 3/2+1/2: 3000 cm^-1 = 0.3720 eV, 16 product states
asymptote 1/2+1/2: 6000 cm^-1 = 0.7439 eV, 4 product states
case (c) label: number at 3/2+3/2, 3/2+1/2, 1/2+1/2; total
  0g+     2    1    1      4
  0g-     0    1    0      1
  0u+     0    1    0      1
  0u-     2    1    1      4
  1g      1    2    0      3
  1u      2    2    1      5
  2g      1    1    0      2
  2u      1    1    0      2
  3u      1    0    0      1
  all    10   10    3     23
Omega=0 states: 10; Omega>0 pairs: 13; dimension: 36
case (a) terms (multiplicity, Lambda, parity): number
  1 Sigma+ g: 2
  1 Sigma- u: 1
  1 Pi g: 1
  1 Pi u: 1
  1 Delta g: 1
  3 Sigma- g: 1
  3 Sigma+ u: 2
  3 Pi g: 1
  3 Pi u: 1
  3 Delta u: 1
number of case (a) terms: 12
norm of symmetric test interaction: 300 cm^-1
perturbed levels near 3/2+3/2: 4 single, 6 double
perturbed levels near 3/2+1/2: 4 single, 6 double
perturbed levels near 1/2+1/2: 2 single, 1 double
distinct perturbed levels: 23
smallest gap between distinct levels: 0.486 cm^-1
```
